# Critical current times normal resistance of short superconducting junctions

## The problem

Two s-wave superconductors with the same gap $\Delta$ and phase difference $\varphi$ are joined by a short normal contact. The contact is time-reversal symmetric and spin-degenerate, and has transmission eigenvalues $\tau_n$. The temperature is zero. We take $e>0$ and Gaussian units; $\Delta/e$ is a potential, so the formulas keep their form in SI units.

1. Find the Andreev levels of the contact and the supercurrent $I(\varphi)$.
2. Let $I_c$ be the largest supercurrent and $R_N$ the normal-state resistance. Find $I_cR_N$ for a tunnel contact (all $\tau_n\ll1$) and a ballistic one (all $\tau_n=1$).
3. Find $I_cR_N$ for a diffusive wire, deriving its distribution of transmissions.
4. Evaluate the results for $\Delta=1$ meV and $R_N=100\ \Omega$.

"Short" means that the scattering matrix $S$ is constant over energies of order $\Delta$: the dwell time is much less than $\hbar/\Delta$ or, for a diffusive wire, the Thouless energy is much larger than $\Delta$. The electrodes are rigid: the pair potential is $\Delta e^{\pm i\varphi/2}$ up to the contact and zero inside it. Their interfaces with the normal region cause no normal reflection.

## Hints

**Hint 1.** Follow an electron through the contact, into a hole at an electrode, back through the contact, and into an electron again. A bound state reproduces itself after this loop.

**Hint 2.** Before differentiating the level energies, check whether the states with $|E|>\Delta$ also depend on $\varphi$.

**Hint 3.** Both $I$ and $1/R_N$ are sums over channels. Their ratio is an average weighted with $\tau$.

**Hint 4.** Grow the wire by thin random slices, and follow the average of $\tau\sin\varphi/[1-\tau\sin^2(\varphi/2)]$ instead of the distribution itself.

## Solution

### 1. Levels and supercurrent

**Andreev reflection.** Let an electron moving right enter an electrode of phase $\theta$. With energies measured from the Fermi level, the linearized equations for the electron and hole amplitudes $u,v\propto e^{iqx}$ are

$$\hbar v_Fq\,u+\Delta e^{i\theta}v=Eu,\qquad \Delta e^{-i\theta}u-\hbar v_Fq\,v=Ev .$$

They require $E^2=\Delta^2+(\hbar v_Fq)^2$. For $|E|<\Delta$ the decaying solution has $\hbar v_Fq=i\sqrt{\Delta^2-E^2}$, and the second equation gives

$$\frac vu=\alpha e^{-i\theta},\qquad \alpha=\frac{\Delta}{E+i\sqrt{\Delta^2-E^2}}=e^{-i\arccos(E/\Delta)} .$$

For an incoming hole the electron velocity is reversed. The first equation becomes $-\hbar v_Fq\,u+\Delta e^{i\theta}v=Eu$, so $u/v=\alpha e^{i\theta}$.

**The loop.** Electrons scatter with $S$. A hole wave at energy $E$ is the complex conjugate of an electron wave at $-E$, so holes scatter with $S^*$, the energy dependence being negligible. Let the left and right phases be $\pm\varphi/2$, and let $\rho=\mathrm{diag}(e^{i\varphi/2},e^{-i\varphi/2})$ act on the left and right channels. One loop gives

$$\psi_e^{\rm in}=\alpha^2M\psi_e^{\rm in},\qquad M=\rho S^*\rho^*S,\qquad \det(1-\alpha^2M)=0 .$$

**Separating the channels.** Time reversal makes $S$ symmetric. Its left reflection block is therefore symmetric and can be written $-U\sqrt{1-\tau}\,U^T$, with $U$ unitary and $\tau$ diagonal. Unitarity of $S$ gives the transmission block $t$ the product $t^\dagger t=U^*\tau U^T$, so $t=V\sqrt\tau\,U^T$ with $V$ unitary. Orthogonality of the left and right columns of $S$ then makes the right reflection block $V\sqrt{1-\tau}\,V^T$. (A closed channel is the limit $\tau_n\to0$.) Hence $S=WS_dW^T$ with $W=\mathrm{diag}(U,V)$, and each channel has the block

$$S_d=\begin{pmatrix}-\sqrt{1-\tau}&\sqrt\tau\\ \sqrt\tau&\sqrt{1-\tau}\end{pmatrix}.$$

Since $\rho$ commutes with $W$, $M=W^*(\rho S_d\rho^*S_d)W^T$, a similarity transformation. The $2\times2$ block of one channel has determinant $(-1)(-1)=1$ and trace

$$2(1-\tau)+\tau(e^{i\varphi}+e^{-i\varphi})=2-4\tau\sin^2(\varphi/2).$$

From $\alpha+\alpha^{-1}=2E/\Delta$ follows $\alpha^2+\alpha^{-2}=4E^2/\Delta^2-2$. The determinant of one channel is therefore

$$1-\alpha^2\,\mathrm{tr}+\alpha^4=\alpha^2(\alpha^2+\alpha^{-2}-\mathrm{tr})=\frac{4\alpha^2}{\Delta^2}(E^2-E_n^2),$$

$$E_n(\varphi)=\Delta\sqrt{1-\tau_n\sin^2(\varphi/2)} .$$

There is one level at $+E_n$ and one at $-E_n$.

**The continuum.** Take $E$ in the upper half plane and eliminate the wave functions inside the electrodes and the scatterer from $(E-\mathcal H)\psi=0$. The block formula for determinants gives $\det(E-\mathcal H)=C(E)\det(1-\alpha^2M)$, where $C$ collects the eliminated parts. The phase of each isolated electrode can be gauged away, so $C$ is independent of $\varphi$. The density of states is $-\pi^{-1}\,\mathrm{Im}\,\partial_E\ln\det(E+i0-\mathcal H)$. Its $\varphi$-dependent part comes from $\ln(E^2-E_n^2)$, which is real for $|E|>\Delta$. In the short-junction limit the continuum density thus does not depend on $\varphi$.

**The current.** The block of spin-up electrons and spin-down holes already contains both spins. In the ground state its negative levels are filled, so the energy is $E_g=-\sum_nE_n+\text{const}$. Under a voltage $V$ the phase obeys $\dot\varphi=2eV/\hbar$; equating $\dot E_g$ with the supplied power $IV$ gives $I=(2e/\hbar)\,dE_g/d\varphi$. With

$$\frac{dE_n}{d\varphi}=-\frac{\Delta\,\tau_n\sin(\varphi/2)\cos(\varphi/2)}{2\sqrt{1-\tau_n\sin^2(\varphi/2)}}=-\frac{\Delta\,\tau_n\sin\varphi}{4\sqrt{1-\tau_n\sin^2(\varphi/2)}}$$

we obtain

$$I(\varphi)=\frac{e\Delta}{2\hbar}\sum_n\frac{\tau_n\sin\varphi}{\sqrt{1-\tau_n\sin^2(\varphi/2)}} .$$

### 2. Tunnel and ballistic contacts

The Landauer formula with two spins reads $1/R_N=(2e^2/h)\sum_n\tau_n=(e^2/\pi\hbar)\sum_n\tau_n$. The prefactors combine to $(e\Delta/2\hbar)(\pi\hbar/e^2)=\pi\Delta/2e$, so

$$IR_N=\frac{\pi\Delta}{2e}K(\varphi),\qquad K(\varphi)=\frac{\sum_n\tau_n\,\sin\varphi/\sqrt{1-\tau_n\sin^2(\varphi/2)}}{\sum_n\tau_n} .$$

The number of channels has dropped out; the distribution of transmissions has not.

**Tunnel contact.** For all $\tau_n\ll1$ the root is 1 and $K=\sin\varphi$. The maximum is at $\varphi=\pi/2$:

$$I_cR_N=\frac{\pi\Delta}{2e}\qquad\text{(tunnel)}.$$

**Ballistic contact.** For $\tau_n=1$ and $0<\varphi<\pi$ the root is $\cos(\varphi/2)$, so $K=2\sin(\varphi/2)$. This rises towards 2 as $\varphi\to\pi$:

$$I_cR_N=\frac{\pi\Delta}{e}\qquad\text{(ballistic)}.$$

The value is a supremum. At $\varphi=\pi$ the levels $\pm E_n$ meet at zero energy, and the ground-state current jumps to the opposite sign. Reflection in a channel leaves $E_n(\pi)=\Delta\sqrt{1-\tau_n}>0$ and makes the current of that channel pass smoothly through zero; the total current still jumps if any channel keeps $\tau_n=1$.

### 3. Diffusive wire

Consider a quasi-one-dimensional wire of length $L$ with $N$ equivalent channels and mean free path $l$, where $l\ll L\ll Nl$. The second inequality keeps the wire far from localization. We work to leading order in $1/N$, where channel averages do not fluctuate.

**Adding a slice.** Let $r$ be the reflection matrix of the wire seen from the left. The eigenvalues of $P=rr^\dagger$ are $1-\tau_n$. A slice of thickness $dL$ placed in front reflects with a small random matrix $a$ from the left and $-a^\dagger$ from the right, and transmits with $\sqrt{1-a^\dagger a}$ and $\sqrt{1-aa^\dagger}$. This choice is unitary. Summing the multiple reflections gives

$$r'=a+\sqrt{1-aa^\dagger}\;r\,(1+a^\dagger r)^{-1}\sqrt{1-a^\dagger a},$$

and to second order in $a$

$$r'=r+(a-ra^\dagger r)+ra^\dagger ra^\dagger r-\tfrac12aa^\dagger r-\tfrac12ra^\dagger a .$$

Write $m(X)=\mathrm{tr}X/N$ and $ds=dL/l$, which defines $l$ through the mean reflection of a slice. For equivalent channels with random phases, $\langle aXa^\dagger\rangle=\langle a^\dagger Xa\rangle=m(X)\,ds$, while averages with two $a$ or two $a^\dagger$ vanish. The symmetry $a=a^T$ adds terms smaller by $1/N$. The first-order change of $P$ is

$$\delta_1=(1-P)ar^\dagger+ra^\dagger(1-P).$$

In second order, $(a-ra^\dagger r)(a-ra^\dagger r)^\dagger$ averages to $[1+m(P)P]ds$, and the last two terms of $r'$ with their conjugates give $-2P\,ds$. With $h=m(P)$,

$$\langle\delta_2\rangle=[1+(h-2)P]\,ds .$$

**Equation for an average.** Let $q=\sin(\varphi/2)$, $k=\cos(\varphi/2)$ and $D=k^2+q^2P$, whose eigenvalues are $1-\tau_nq^2$. Let $A=m(D^{-1})$ and $B=m(D^{-2})$. Expanding $(D+q^2\delta)^{-1}$ to second order in $\delta$ and averaging,

$$\frac{\partial A}{\partial s}=-q^2m\!\left[\frac{1+(h-2)P}{D^2}\right]+q^4\left\{m\!\left[\frac{(1-P)^2}{D^2}\right]m\!\left[\frac PD\right]+m\!\left[\frac P{D^2}\right]m\!\left[\frac{(1-P)^2}D\right]\right\}.$$

The braces come from $\langle\delta_1D^{-1}\delta_1\rangle=\{(1-P)^2m[P/D]+P\,m[(1-P)^2/D]\}ds$. Now insert $P=(D-k^2)/q^2$, $1-P=(1-D)/q^2$ and $m(D)=k^2+q^2h$, and multiply by $q^2$:

$$q^2\frac{\partial A}{\partial s}=-q^4B+(A-k^2B)\left[-q^2(h-2)+A-2+k^2+q^2h\right]+(B-2A+1)(1-k^2A).$$

In the square bracket $h$ cancels, and $2q^2-2+k^2=-k^2$ leaves $A-k^2$. The terms with $B$ have the coefficient $-q^4+k^4+1-2k^2A=-2k^2(A-1)$, because $k^4-q^4=2k^2-1$. The others sum to $(A-1)^2+2k^2A(A-1)$. Hence

$$q^2\frac{\partial A}{\partial s}=(A-1)\left[(A-1)-2k^2(B-A)\right].$$

Define

$$F(\varphi,s)=m\!\left[\frac{\tau\sin\varphi}{1-\tau\sin^2(\varphi/2)}\right]=\frac{2k}q(A-1),$$

where $\tau=(1-D)/q^2$ and $\sin\varphi=2qk$ were used. From $\partial D/\partial\varphi=-\tau qk$ follows $\partial A/\partial\varphi=(k/q)(B-A)$, and $\partial(k/q)/\partial\varphi=-1/(2q^2)$. Therefore

$$\frac{\partial F}{\partial\varphi}=\frac{2k^2}{q^2}(B-A)-\frac{A-1}{q^2}.$$

The square bracket above is thus $-q^2\,\partial F/\partial\varphi$, and

$$\frac{\partial F}{\partial s}=-F\frac{\partial F}{\partial\varphi}.$$

**Solution.** At $s=0$ all $\tau_n=1$ and $F=\sin\varphi/\cos^2(\varphi/2)=2\tan(\varphi/2)$. The equation keeps $F$ constant along lines with $d\varphi/ds=F$. A line starting at $\varphi_0$ has $\varphi=\varphi_0+sF$ with $\varphi_0=2\arctan(F/2)$, so

$$\varphi=sF+2\arctan(F/2).$$

For small $\varphi$, $F\simeq m(\tau)\varphi$, which gives $m(\tau)=1/(1+s)$: a resistance growing linearly with length, plus that of the ideal contacts. Since $0\le2\arctan(F/2)\le F$, $F$ lies between $\varphi/(s+1)$ and $\varphi/s$. For $s\gg1$ we may use $F=\varphi/s$.

**Distribution of transmissions.** We need a density $p(\tau)$ per channel with

$$\int_0^1\frac{\tau p(\tau)\,d\tau}{1-\tau q^2}=\frac{\varphi}{s\sin\varphi}.$$

It is

$$p(\tau)=\frac1{2s\,\tau\sqrt{1-\tau}},$$

for with $v=\sqrt{1-\tau}$, $d\tau=-2v\,dv$, the left side becomes

$$\frac1s\int_0^1\frac{dv}{k^2+q^2v^2}=\frac1{sqk}\arctan\frac qk=\frac{\varphi/2}{s\,(\sin\varphi)/2}.$$

Expanding the condition in powers of $q^2$ fixes every moment of $\tau p(\tau)$, and moments on a finite interval determine a distribution. The integral of $p$ itself diverges at $\tau\to0$. A sharp cut-off that restores one state per channel lies near $\tau=4e^{-2s}$, and what it removes carries negligible current.

**Current.** The mean transmission is $1/s$, so the weight in $K$ is $s\tau p=1/(2\sqrt{1-\tau})$. The same substitution gives

$$K=\sin\varphi\int_0^1\frac{dv}{\sqrt{k^2+q^2v^2}}=\frac{\sin\varphi}q\,\mathrm{arsinh}\frac qk=2\cos\frac\varphi2\,\mathrm{artanh}\!\left(\sin\frac\varphi2\right).$$

The last step holds because $\sinh x=q/k$ implies $\cosh x=1/k$ and $\tanh x=q$. In terms of this $x$, $K=2x/\cosh x$. Setting the derivative to zero gives

$$x\tanh x=1,\qquad x=1.19968 .$$

The left side increases with $x>0$, so the root is unique. At the root $\tanh x=1/x$, hence $\sinh^2x=\tanh^2x/(1-\tanh^2x)=1/(x^2-1)$, and

$$K_{\max}=\frac{2x}{\cosh x}=\frac2{\sinh x}=2\sqrt{x^2-1}=1.3255 .$$

$$I_cR_N=1.3255\,\frac{\pi\Delta}{2e}\qquad\text{(diffusive)}.$$

The maximum is at $\sin(\varphi/2)=1/x=0.8336$, or $\varphi=112.9^\circ$. The result lies between the other two, as Variation 2 shows it must for any set of transmissions; its particular value is fixed by the weight $1/(2\sqrt{1-\tau})$, which is spread over the whole interval $0<\tau<1$.

### 4. Numbers

For $\Delta=1$ meV, $\pi\Delta/2e=1.5708$ mV. With $R_N=100\ \Omega$:

- Tunnel: $I_cR_N=1.571$ mV $=5.240\times10^{-6}$ statvolt; $I_c=1.571\ \text{mV}/100\ \Omega=15.71\ \mu$A.
- Diffusive: $I_cR_N=1.3255\times1.5708=2.082$ mV $=6.945\times10^{-6}$ statvolt; $I_c=20.82\ \mu$A.
- Ballistic: $I_cR_N=2\times1.5708=3.142$ mV $=1.048\times10^{-5}$ statvolt; $I_c=31.42\ \mu$A.

In all three cases $\sum_n\tau_n=h/(2e^2R_N)=129.1$. The ballistic contact reaches this with about 129 open channels, the tunnel contact with many more, weakly transmitting ones. Equal resistance therefore does not imply equal critical current.

A numerical check shows the size of the corrections at finite $\Delta$. In a lattice junction of two half-filled chains joined by one bond with 0.7 of the chain hopping ($\tau=0.883$), at $\varphi=2$ rad, the total current is 9.7% below the short-junction value when $\Delta$ is 0.08 of the hopping energy, and 2.8% below at 0.02. The continuum contribution shrinks from 4.7% to 1.6% of that value in magnitude (chains of 600 sites on each side of the bond). For a simulated wire with 200 channels and $s=5.26$, two samples give a maximum of $K$ of 1.3235 against the long-wire value 1.3255. The check asks only for agreement within 3%, and the simulated $F$ lies 1.1 to 2.2% below the formula $\varphi=sF+2\arctan(F/2)$.

## Variation 1: equal channels of any transmission

*All channels have the same $\tau$. Find $I_cR_N$.*

With $y=\sin^2(\varphi/2)$, $K^2=4y(1-y)/(1-\tau y)$. Setting its derivative to zero gives

$$(1-2y)(1-\tau y)+\tau y(1-y)=1-2y+\tau y^2=0 .$$

Let $w=\sqrt{1-\tau}$. The root in $[0,1]$ is $y=(1-w)/\tau=1/(1+w)$, because $\tau=(1-w)(1+w)$. Then $1-y=w/(1+w)$ and $1-\tau y=1-(1-w)=w$, so $K_{\max}^2=4/(1+w)^2$ and

$$I_cR_N=\frac{\pi\Delta}e\,\frac1{1+\sqrt{1-\tau}} .$$

The limits $\tau\to0$ and $\tau\to1$ return the tunnel and ballistic results. For $\tau=0.5$, $K_{\max}=1.1716$ at $\varphi=99.9^\circ$, and the junction of part 4 would have $I_cR_N=1.840$ mV and $I_c=18.40\ \mu$A.

## Variation 2: bounds for an unknown contact

*Nothing is known about the $\tau_n$. Between which values must $I_cR_N$ lie?*

At $\varphi=\pi/2$ each channel contributes $1/\sqrt{1-\tau_n/2}\ge1$ to the weighted average, so $K_{\max}\ge1$. By Variation 1 no channel contributes more than $2/(1+\sqrt{1-\tau_n})\le2$ at any phase, so the average cannot exceed 2. Hence

$$\frac{\pi\Delta}{2e}\le I_cR_N\le\frac{\pi\Delta}e .$$

A value outside this range means that an assumption fails: for example, the contact is not short, the temperature is not negligible, or the gap at the contact differs from $\Delta$. A value inside the range does not identify the contact, since different distributions can give the same $K_{\max}$: by Variation 1, equal channels with $\tau=0.741$ give $K_{\max}=1.3255$, the value of the diffusive wire.

## Values computed for the example and the checks

```
Multichannel levels, largest error: 1.1e-16 Delta
Lattice bond transmission: 0.8828; phase 2.00 rad
Lattice gap/hopping 0.08: level deviation 2.01 %
  total-current deviation -9.74 %
  continuum current / short-junction current -4.69 %
Lattice gap/hopping 0.02: level deviation 0.51 %
  total-current deviation -2.81 %
  continuum current / short-junction current -1.58 %
Wire: channels 200, slices 100, samples 2
Wire: reflection per slice 0.05, s = 5.263
Wire mean tau: simulated 0.1579, 1/(1+s) 0.1597
  F at phi 0.5 rad: simulated 0.0789, theory 0.0798
  F at phi 1.5 rad: simulated 0.2365, theory 0.2397
  F at phi 2.5 rad: simulated 0.3912, theory 0.4000
Wire maximum of K: simulated 1.3235, long wire 1.3255
Root of x tanh x = 1: x = 1.199679
sin(phi/2) at diffusive maximum: 0.833557
Diffusive K_max: 1.325487
Input gap Delta: 1.000 meV
Input normal resistance R_N: 100.0 ohm
Sum of transmissions: 129.064
pi Delta/(2e): 1.5708 mV
tunnel: K_max 1.0000, phase at maximum 90.00 deg
  I_c R_N = 1.5708 mV = 5.2396e-06 statvolt
  I_c = 15.708 microampere
tau = 0.5: K_max 1.1716, phase at maximum 99.88 deg
  I_c R_N = 1.8403 mV = 6.1386e-06 statvolt
  I_c = 18.403 microampere
diffusive: K_max 1.3255, phase at maximum 112.93 deg
  I_c R_N = 2.0821 mV = 6.9450e-06 statvolt
  I_c = 20.821 microampere
ballistic: K_max 2.0000, phase at maximum 180.00 deg
  I_c R_N = 3.1416 mV = 1.0479e-05 statvolt
  I_c = 31.416 microampere
```
